# Variable-Range Hopping in Bulk and in Thin Trap-Filled Films, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one hop to the bulk law

**Q.** An oxide contains electron traps at random positions and with random energies. A hop to a higher level needs heat. Why should the conductance not have one fixed activation energy?

**A.** It would if the same kind of hop carried the current at every temperature. An electron can, however, trade distance against energy. A nearby trap is easy to tunnel to but usually has a badly matched level. Looking farther away offers more traps, and among them a better match. The best compromise moves when the temperature changes, so the activation energy moves too.

To make this quantitative I need a model. Each trap holds at most one electron, and spin is ignored. Trap positions are independent and uniform in space. The energies $\varepsilon$ are measured from the Fermi level, and the number of levels per unit energy and volume is a constant $g$. A localized wave function falls as $e^{-r/a}$. Electrons hop by absorbing or emitting one phonon, and the applied field is weak.

**Q.** Is "constant trap density" not simply a uniform number of traps per volume?

**A.** That is not enough. If all traps had the same energy, they would be uniform in space, but searching farther would bring no better energy match. The trade just described would disappear. What must be constant is the density per unit energy, over the range of energies that the current uses. That range comes out of the calculation and has to be compared with the width of the trap band.

**Q.** Then start with two traps. How does a quantum hop become a resistor?

**A.** Let traps $i$ and $j$ be a distance $r$ apart. The hopping rate contains the square of an overlap proportional to $e^{-r/a}$, hence $e^{-2r/a}$. The initial trap must be full and the final one empty. If their occupations are treated as independent, the number of hops per time is

$$\Gamma_{ij}=\gamma_0e^{-2r/a}f_i(1-f_j)N_{ij}.$$

Here $f_i$ is the Fermi occupation. The phonon factor $N_{ij}$ is $n_B(|\Delta|)$ for an upward hop and $n_B(|\Delta|)+1$ for a downward one, with $\Delta=\varepsilon_j-\varepsilon_i$ and $n_B(E)=1/(e^{E/kT}-1)$. The rate $\gamma_0$ is taken to vary slowly compared with the exponentials.

Now give the two traps slightly different electrochemical levels $\mu_i$ and $\mu_j$. The occupations and phonon factors obey

$$\frac{f_i}{1-f_i}=e^{-(\varepsilon_i-\mu_i)/kT},\qquad
\frac{N_{ij}}{N_{ji}}=e^{-(\varepsilon_j-\varepsilon_i)/kT}.$$

The ratio of forward to backward rates is therefore

$$\frac{\Gamma_{ij}}{\Gamma_{ji}}
=e^{[-(\varepsilon_i-\mu_i)+(\varepsilon_j-\mu_j)-(\varepsilon_j-\varepsilon_i)]/kT}
=e^{(\mu_i-\mu_j)/kT}.$$

The site energies cancel. The net electron flow from $i$ to $j$ is

$$\Gamma_{ij}-\Gamma_{ji}
=\Gamma_{ij}\left[1-e^{-(\mu_i-\mu_j)/kT}\right]
\simeq\Gamma_{ij}^{(0)}\frac{\mu_i-\mu_j}{kT},$$

where $\Gamma_{ij}^{(0)}$ is the equilibrium rate. An electron has charge $-e$, and its electrochemical energy is $-e$ times the voltage. The two minus signs multiply to a plus sign, and the conductance is

$$G_{ij}=\frac{e^2}{kT}\Gamma_{ij}^{(0)}.$$

**Q.** That still contains three thermal factors. Where does a simple activation energy come from?

**A.** Write $x_i=\varepsilon_i/kT$ and $\delta=x_j-x_i$, and set the equilibrium Fermi level to zero. The factors can be written as

$$f_i=\frac{e^{-x_i/2}}{2\cosh(x_i/2)},\quad
1-f_j=\frac{e^{x_j/2}}{2\cosh(x_j/2)},\quad
N_{ij}=\frac{e^{-\delta/2}}{2\sinh(|\delta|/2)}.$$

The last form holds for both signs of $\delta$. The exponentials in the numerators cancel, because $-x_i/2+x_j/2-\delta/2=0$. Next use

$$2\cosh(x/2)=e^{|x|/2}(1+e^{-|x|}),$$

$$2\sinh(|\delta|/2)=e^{|\delta|/2}(1-e^{-|\delta|}).$$

The product becomes

$$f_i(1-f_j)N_{ij}=
\frac{e^{-E_{ij}/kT}}
{(1+e^{-|x_i|})(1+e^{-|x_j|})(1-e^{-|\delta|})},$$

$$E_{ij}=\frac{|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|}{2}.$$

If both levels lie on the same side of the Fermi level, $E_{ij}$ is the larger of the two distances from it. If they lie on opposite sides, $E_{ij}$ is their separation. In both cases a trap far from the Fermi level is penalized, even when its partner has nearly the same energy: such a pair is almost surely both full or both empty.

**Q.** You would like to drop the denominator. How much does that cost?

**A.** For $|\delta|\ge1$ it lies between $1-e^{-1}$ and $4$. Its logarithm then lies between $-0.46$ and $1.39$, while the exponents of interest will be about ten or more. For nearly equal energies the last factor tends to zero, and the product grows as $1/|\delta|$. That growth follows a power law, and the phonon coupling in $\gamma_0$ also changes there. I put both into the prefactor, which this leading-order calculation does not determine. Thus

$$G_{ij}\approx G_0e^{-u_{ij}},\qquad
u_{ij}=\frac{2r}{a}+\frac{E_{ij}}{kT},\qquad
G_0=\frac{e^2\gamma_0}{kT}.$$

**Q.** What does the trade between distance and energy give if you use just a typical hop?

**A.** Mott's estimate does that. Let $d$ be the dimension of the network and $g_d$ the density of levels per energy and per $d$-dimensional volume, so $g_3=g$. Let $V_d$ be the volume of the unit ball: $V_3=4\pi/3$ and $V_2=\pi$. A region of radius $R$ is expected to contain one level in an energy range $W$ when

$$g_dV_dR^dW=1.$$

The cost of the hop is then

$$F(R)=\frac{2R}{a}+\frac{W}{kT}
=\frac{2R}{a}+\frac{1}{g_dV_dkT\,R^d}.$$

Setting the derivative to zero gives

$$\frac{2}{a}-\frac{d}{g_dV_dkT\,R^{d+1}}=0,
\qquad
R^{d+1}=\frac{da}{2g_dV_dkT}.$$

This is a minimum, since the second derivative is positive. At the minimum, $1/(g_dV_dkT)=2R^{d+1}/(da)$, so the energy term equals $2R/(da)$ and

$$F_{\min}=\frac{2R}{a}\left(1+\frac1d\right)\propto T^{-1/(d+1)}.$$

In three dimensions the exponent of temperature is one quarter. As the sample cools, $R$ grows as $T^{-1/4}$ while $W=2RkT/(da)$ falls as $T^{3/4}$: the hops become longer and better matched in energy.

**Q.** One typical hop is not a current path. A path needs a long sequence of hops, and the worst of them could be much worse than typical.

**A.** That is the weak point of the estimate. The whole network has to be considered. Insert the bonds in order of increasing $u_{ij}$, strongest first. At first they form isolated islands. At a critical value $u_c$ the islands join into a cluster that crosses a large sample. Current cannot cross without using bonds near or above $u_c$. Much weaker bonds add little, because better routes already exist.

**Q.** Before using that picture, can you show that $u_c$ itself has the same temperature exponent?

**A.** Yes, by a change of units. For a trial value $u$, define

$$s=\frac{2r}{au},\qquad y_i=\frac{\varepsilon_i}{kTu}.$$

Dividing $u_{ij}\le u$ by $u$ turns the bond condition into

$$s+\frac{|y_i|+|y_j|+|y_i-y_j|}{2}\le1.$$

Temperature, decay length and trap density have disappeared from this rule. They survive in the density of points. The number of levels in a small element is

$$g_d\,d^dr\,d\varepsilon
=g_d\left(\frac{au}{2}\right)^d(kTu)\,d^ds\,dy
\equiv n\,d^ds\,dy.$$

The trap positions are independent, so in scaled units the network depends on the single number $n$. A crossing cluster appears at some pure number $n=n_d$. Hence

$$n_d=g_dkT\left(\frac a2\right)^du_c^{d+1},
\qquad
u_c^{d+1}=\frac{2^dn_d}{g_dkTa^d}.$$

For bulk this reads

$$u_c=\left(\frac{T_3}{T}\right)^{1/4},\qquad
kT_3=\frac{8n_3}{ga^3}.$$

Mott's exponent survives, although his typical hop does not fix the coefficient. The rule also gives two limits on participating hops: $s\le1$ means $r\le au_c/2$, and $|y|\le1$ means $|\varepsilon|\le kTu_c$. The result holds as derived if the density $g$ is constant over that energy window on both sides of the Fermi level. The outer part of the window matters little, because a level at scaled energy $y$ can bond only within $s\le1-|y|$.

**Q.** Now defend the step from a threshold to a conductance. Many weak bonds in parallel might win.

**A.** Choose a small fraction $\eta$. For a lower bound, remove all bonds with $u_{ij}>(1+\eta)u_c$ and weaken the rest to $G_0e^{-(1+\eta)u_c}$. Neither operation can raise the conductance. What remains is above the percolation threshold.

For an upper bound, turn all bonds with $u_{ij}<(1-\eta)u_c$ into perfect conductors. They form finite islands. The remaining bonds have strength

$$G_0e^{-(1-\eta)u_c}\,e^{-u_c[u_{ij}/u_c-(1-\eta)]}.$$

The bracket is not negative, so for $u_c\ge1$ the last factor is no larger than it would be with the $u_c$ in front of the bracket replaced by 1. Even so, distant bonds remain exponentially weak and their sum converges.

I use two properties of percolating networks here: the first network has a nonzero conductivity, and the second a finite one. In scaled units both networks have a geometry independent of temperature, because $n=n_d$. With $\Sigma$ the conductivity in those units, divided by $G_0$,

$$A(\eta)e^{-(1+\eta)u_c}\le\Sigma\le B(\eta)e^{-(1-\eta)u_c}.$$

Take the logarithm, divide by $u_c$, and let $u_c$ grow at fixed $\eta$. The terms $\ln A/u_c$ and $\ln B/u_c$ vanish, so $-\ln\Sigma/u_c$ ends up between $1-\eta$ and $1+\eta$. Since $\eta$ can be chosen as small as desired, $\ln\Sigma\simeq-u_c$ to leading order. Returning to ordinary units adds powers of $u_c$ and $T$, but no new exponential.

**Q.** That is a limit. Does it say anything about exponents of ten or twenty?

**A.** Kirchhoff's equations were solved for random planar networks, keeping bonds up to five units above the threshold. At three temperatures the mean $u_c$ was $9.98$, $14.13$ and $19.18$. The mean $\ln(G/G_0)$ was $-9.51$, $-14.05$ and $-19.25$. The fitted slope against $u_c$ is $-1.06$, close to the expected $-1$. The sum $\ln(G/G_0)+u_c$ drifts by about half a unit; these data do not separate finite sample size from a slowly varying prefactor.

**Q.** And the exponent of the threshold? A scaling argument can hide a wrong assumption.

**A.** It was tested by raising $u$ until random traps connected two contacts, without using the scaling law. The traps' density and decay length were held fixed. In bulk, lowering $kT$ from $1$ to $1/4$ and $1/16$ in model units gave mean thresholds of $9.74$, $13.59$ and $19.33$. The fitted exponent is $0.247$, against the predicted $0.25$.

The warmest case gives $n_3=2.25$, with a statistical error of $0.03$. The colder cases allow another look at its accuracy, since $n_3\propto kTu_c^4$:

$$2.25\times\frac14\left(\frac{13.59}{9.74}\right)^4\approx2.13,
\qquad
2.25\times\frac1{16}\left(\frac{19.33}{9.74}\right)^4\approx2.18.$$

The spread is about five per cent of $n_3$, more than the quoted statistical error. Finite sample size is a possible cause. Because $u_c\propto n_3^{1/4}$, a five per cent error in $n_3$ changes $u_c$ by a little over one per cent.

**Q.** If I measure the conductivity, may I read the quarter directly from its slope?

**A.** Not safely at moderate $u_c$. Suppose the prefactor varies as $T^{-m}$, so that $\ln\sigma=\text{constant}-m\ln T-u_c$. Since $du_c/d\ln T=-u_c/4$,

$$\frac{d\ln\sigma}{d\ln T}=\frac{u_c}{4}-m.$$

At $u_c=15$ the first term is $3.8$. An unknown $m$ of order one is then a substantial correction to the slope. The quarter belongs to $u_c$; it becomes the law of $\ln\sigma$ when $u_c$ is large enough to dominate the prefactor.

## 2. Thin films and a hafnium oxide example

**Q.** Before turning to a film, which symbols and results do you carry over?

**A.** The wave-function decay length is $a$, and $g$ is the constant number of levels per energy and volume. Energies $\varepsilon$ are measured from the Fermi level. A bond has conductance $G_0e^{-u_{ij}}$, with

$$u_{ij}=\frac{2r}{a}+\frac{|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|}{2kT}.$$

The network connects at $u_c$, and the leading exponential of its conductance is $e^{-u_c}$. In $d$ dimensions,

$$u_c^{d+1}=\frac{2^dn_d}{g_dkTa^d}.$$

The bulk case has $g_3=g$ and $n_3=2.25$. The longest hop in the critical network is $au_c/2$, and the energy window extends $kTu_c$ to each side of the Fermi level.

**Q.** A film of thickness $w$ is still three-dimensional. Why should its temperature exponent change?

**A.** What matters is whether an electron gains new choices by searching farther. Once the search radius exceeds $w$, a larger radius adds area but no more thickness. Consider current along the film. Looking down on it, each unit of area contains

$$g_2=gw$$

levels per unit energy. If the height differences between traps are ignored, the general formula with $d=2$ gives

$$u_{2D}^3=\frac{4n_2}{gwkTa^2},$$

or

$$u_{2D}=\left(\frac{T_2}{T}\right)^{1/3},
\qquad kT_2=\frac{4n_2}{gwa^2}.$$

The exponent is one third, because energy now combines with two spatial directions instead of three.

**Q.** Ignoring height differences is the whole question. Can you bound the error?

**A.** Yes. Let two traps have in-plane separation $\rho$ and height difference $z$, with $|z|\le w$. Their distance obeys

$$\rho\le r=\sqrt{\rho^2+z^2}\le\rho+|z|\le\rho+w.$$

Multiply by $2/a$ and add the same energy term throughout. Each bond exponent in the real film is at least its value for the projected traps, and exceeds it by at most $2w/a$. If the real film is connected at some $u$, the projected traps are connected there too. If the projected traps are connected at $u$, the film is connected by $u+2w/a$. Therefore

$$u_{2D}\le u_{\rm film}\le u_{2D}+\frac{2w}{a}.$$

At fixed $w$ the possible error stays constant while $u_{2D}$ grows on cooling. Relative to $u_{2D}$ it vanishes, so within this model any film of fixed thickness approaches the one-third law at low enough temperature. A sufficient condition for being thin is

$$\frac{2w}{a}\ll u_{2D},$$

which means that $w$ is much smaller than the longest hop $au_{2D}/2$.

**Q.** Has the two-dimensional exponent been tested separately from the film?

**A.** Yes, with random traps in a plane. At fixed density, $kT=1$, $1/2$, $1/4$ and $1/8$ in model units gave thresholds of $10.03$, $12.53$, $15.72$ and $19.84$. The fitted exponent is $0.328$, close to $1/3$ and well separated from $1/4$. The warmest case gives $n_2=3.54$, with a statistical error of $0.09$. The three colder cases, through $n_2\propto kTu_c^3$, each give about $3.4$, so $n_2$ is uncertain by several per cent and $3.54$ is probably somewhat high.

The hopping threshold has been shown to vary as $T^{-1/4}$ in bulk and, at low enough temperature, to approach $T^{-1/3}$ along a film of fixed thickness. What remains is to find the thickness at which the bulk law returns, to put in numbers for hafnium oxide, and to examine the effects that the model neglects.
